# Which Exchange-Correlation Kernels Change the Macroscopic Optical Response: a program that tests the result

```python
"""
Result under test: in a gapped cubic crystal an exchange-correlation kernel f
changes the macroscopic dielectric function eps at q -> 0 only through the
limits of q^2 f_00, q f_0G and f_GG' (G, G' nonzero). Thus a head -alpha/q^2
survives; the head and wings of a finite local kernel vanish; its body remains.
With eps_t the value without the kernel head,
    eps = 1 + (eps_t - 1) / (1 - alpha (eps_t - 1) / (4 pi)).
Symbols: q wavevector along x, G reciprocal vectors, chi0 independent-particle
density response, X its q -> 0 limit with one factor q removed per zero index.
Hartree atomic units inside; k, q and G are stored in units of 2 pi / a.
Finite-q values use the full Dyson equation; limits use k.p matrix elements.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants, c, h, e

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9

# Model inputs: rough typical values for the silicon regime
a_nm = 0.543
form_factors_ry = {3: -0.21, 8: 0.04, 11: 0.08}
alpha = 0.2
alpha_spread = 0.05
wavelength_nm = 1550.0
thermal_shift_ev = -0.03      # rough band shift for about 100 K of heating
carriers_cm3 = 1e18
carrier_mass = 0.26

a = a_nm / BOHR_NM
unit = 2 * PI / a
cell = a**3 / 4
photon_ev = h * c / (wavelength_nm * 1e-9) / e
omega = photon_ev / HARTREE_EV

# Reciprocal vectors of the fcc lattice: indices all even or all odd
G = [g for g in itertools.product(range(-4, 5), repeat=3)
     if len({x % 2 for x in g}) == 1 and sum(x * x for x in g) <= 19]
G = np.array(sorted(G, key=lambda g: (sum(x * x for x in g), g)))
n_basis = len(G)
n_resp = int(np.sum(np.sum(G**2, axis=1) <= 11))
position = {tuple(g): i for i, g in enumerate(G)}
shifted = np.array([[position.get(tuple(g2 - g1), n_basis) for g2 in G]
                    for g1 in G[:n_resp]])

# Atoms at +-(a/8)(1,1,1): inversion symmetry makes the Hamiltonian real
difference = G[:, None, :] - G[None, :, :]
length2 = np.sum(difference**2, axis=2)
potential = np.zeros((n_basis, n_basis))
for norm2, value in form_factors_ry.items():
    potential[length2 == norm2] = value / 2
potential *= np.cos(PI / 4 * np.sum(difference, axis=2))


def bands(k):
    kinetic = 0.5 * unit**2 * np.sum((k + G)**2, axis=1)
    return np.linalg.eigh(potential + np.diag(kinetic))


def zone_mesh(n):
    line = (2 * np.arange(n) + 1 - n) / n
    points = np.array(list(itertools.product(line, repeat=3)))
    points = points[np.sum(np.abs(points), axis=1) < 1.5]
    assert len(points) == n**3 // 2
    return points


n_mesh = 8
mesh = zone_mesh(n_mesh)


def response(q, cases):
    """chi0 at finite q, or X if q == 0; cases are (frequency, band shift)."""
    total = np.zeros((len(cases), n_resp, n_resp))
    smallest_gap = np.inf
    half = np.array([q / 2, 0.0, 0.0])
    for k in mesh:
        e_left, c_left = bands(k - half)
        e_right, c_right = (e_left, c_left) if q == 0 else bands(k + half)
        cv, cc = c_left[:, :4], c_right[:, 4:]
        gap = e_right[None, 4:] - e_left[:4, None]
        smallest_gap = min(smallest_gap, gap.min())
        padded = np.vstack([cv, np.zeros((1, 4))])
        left = padded[shifted].transpose(0, 2, 1).reshape(n_resp * 4, n_basis)
        rho = (left @ cc).reshape(n_resp, 4, -1)
        if q == 0:
            momentum = cv.T @ (unit * (k + G)[:, :1] * cc)
            rho[0] = momentum / gap
        rho = rho.reshape(n_resp, -1)
        for i, (w, band_shift) in enumerate(cases):
            g = gap.ravel() + band_shift
            total[i] -= (rho * (2 * g / (g**2 - w**2))) @ rho.T
    return total * 2 / (len(mesh) * cell), smallest_gap


def eps_definition(chi0, q, f):
    """Full Dyson equation, then the inverse of the inverse dielectric head."""
    qg = G[:n_resp] + np.array([q, 0.0, 0.0])
    v = 4 * PI / (unit**2 * np.sum(qg**2, axis=1))
    chi = np.linalg.solve(np.eye(n_resp) - chi0 @ (np.diag(v) + f), chi0)
    return 1 / (1 + v[0] * chi[0, 0])


def eps_limit(x, scaled_f):
    """q -> 0 formula; scaled_f holds the limits of q^2 f_00, q f_0G, f_GG'."""
    size = len(x)
    kernel = scaled_f[:size, :size].copy()
    v_body = 4 * PI / (unit**2 * np.sum(G[1:size]**2, axis=1))
    kernel[np.arange(1, size), np.arange(1, size)] += v_body
    x_bar = np.linalg.solve(np.eye(size) - x @ kernel, x)
    return 1 - 4 * PI * x_bar[0, 0]


def with_head(eps_t, strength):
    return 1 + (eps_t - 1) / (1 - strength * (eps_t - 1) / (4 * PI))


# Valence density and adiabatic exchange-only LDA kernel on a cubic grid
n_grid = 20
density = np.zeros((n_grid,) * 3)
for k in mesh:
    states = bands(k)[1][:, :4]
    for band in range(4):
        box = np.zeros((n_grid,) * 3)
        box[G[:, 0], G[:, 1], G[:, 2]] = states[:, band]
        density += np.abs(np.fft.ifftn(box) * n_grid**3)**2
density *= 2 / (len(mesh) * cell)
assert abs(density.mean() * cell - 8) < 1e-8
f_space = -(3 / PI)**(1 / 3) / 3 * density**(-2 / 3)
step = 1e-4 * density
v_x = lambda n: -(3 * n / PI)**(1 / 3)
slope = (v_x(density + step) - v_x(density - step)) / (2 * step)
assert np.allclose(slope, f_space, rtol=1e-6)
f_fourier = np.fft.fftn(f_space) / n_grid**3
assert np.max(np.abs(f_fourier.imag)) < 1e-8
d = difference[:n_resp, :n_resp]
f_local = f_fourier.real[d[..., 0], d[..., 1], d[..., 2]]

# Responses at q -> 0 and at two small wavevectors
thermal = thermal_shift_ev / HARTREE_EV
(x_opt, x_static, x_warm), direct_gap = response(
    0, [(omega, 0.0), (0.0, 0.0), (omega, thermal)])
assert omega < direct_gap
q_values = [0.01, 0.02]
chi0_q = {q: response(q, [(omega, 0.0)])[0][0] for q in q_values}

# Independent-particle scaling: head as q^2 and wings as q
for q in q_values:
    qa = q * unit
    assert abs(chi0_q[q][0, 0] / qa**2 / x_opt[0, 0] - 1) < 0.01
wing_error = [np.linalg.norm(chi0_q[q][0, 1:] / (q * unit) - x_opt[0, 1:])
              for q in q_values]
assert wing_error[0] < 0.6 * wing_error[1]
assert np.linalg.norm(x_opt[0, 1:]) > 1e-3

# Kernels: finite-q matrix and its scaled limit
zero = np.zeros((n_resp, n_resp))
head = zero.copy()
head[0, 0] = 1.0
body_local = f_local.copy()
body_local[0, :] = 0
body_local[:, 0] = 0
edge_local = f_local - body_local
wing = zero.copy()
wing[0, 1:] = x_opt[0, 1:] / np.linalg.norm(x_opt[0, 1:])
wing[1:, 0] = wing[0, 1:]
kernels = {
    "no kernel": (lambda p: zero, zero),
    "local, all elements": (lambda p: f_local, body_local),
    "local, head+wings only": (lambda p: edge_local, zero),
    "head -alpha/q^2": (lambda p: -alpha / p**2 * head, -alpha * head),
    "local plus -alpha/q^2": (lambda p: f_local - alpha / p**2 * head,
                              body_local - alpha * head),
    "wings growing as 1/q": (lambda p: wing / p, wing),
}
limit, finite = {}, {}
for name, (kernel, scaled) in kernels.items():
    limit[name] = eps_limit(x_opt, scaled)
    finite[name] = [eps_definition(chi0_q[q], q, kernel(q * unit))
                    for q in q_values]
    errors = [abs(value - limit[name]) for value in finite[name]]
    assert errors[0] < 5e-3 * limit[name], name
    assert errors[0] < 0.3 * errors[1] + 1e-8, name

eps_rpa = limit["no kernel"]
eps_local = limit["local, all elements"]
eps_lrc = limit["head -alpha/q^2"]
eps_both = limit["local plus -alpha/q^2"]
assert abs(eps_lrc - eps_rpa) > 0.5
assert abs(eps_local - eps_rpa) > 0.01
assert abs(limit["wings growing as 1/q"] - eps_rpa) > 0.02

# Closed head formula against the full Dyson equation and the limits
for i in range(2):
    assert abs(with_head(finite["no kernel"][i], alpha)
               - finite["head -alpha/q^2"][i]) < 1e-6
    assert abs(with_head(finite["local, all elements"][i], alpha)
               - finite["local plus -alpha/q^2"][i]) < 0.02
assert abs(with_head(eps_local, alpha) - eps_both) < 1e-8

# Finite head alone: leading q^2 law; finite head and wings: vanishing effect
c_head = f_local[0, 0]
for i, q in enumerate(q_values):
    base = finite["no kernel"][i]
    change = eps_definition(chi0_q[q], q, c_head * head) - base
    law = -c_head * (q * unit)**2 * (base - 1)**2 / (4 * PI)
    assert abs(change / law - 1) < 0.01
edge_change = [finite["local, head+wings only"][i] - finite["no kernel"][i]
               for i in range(2)]
assert abs(edge_change[0]) < 0.3 * abs(edge_change[1])

# Without local fields the whole finite local kernel drops out
eps_plain = 1 - 4 * PI * x_opt[0, 0]
plain_change = []
for q in q_values:
    qa = q * unit
    bare = chi0_q[q][0, 0]
    v0 = 4 * PI / qa**2
    full = bare / (1 - (v0 + c_head) * bare)
    plain_change.append(1 / (1 + v0 * full) - (1 - v0 * bare))
assert abs(plain_change[0]) < 0.3 * abs(plain_change[1])


def plain_eps_by_symmetry(n):
    """No local fields; irreducible k points with cubic multiplicities."""
    line = [(2 * i + 1) / n for i in range(n // 2)]
    total, weight_sum = 0.0, 0
    for k in itertools.product(line, repeat=3):
        if not (k[0] >= k[1] >= k[2] and sum(k) < 1.5):
            continue
        weight = 8 * {1: 1, 2: 3, 3: 6}[len(set(k))]
        energy, states = bands(np.array(k))
        gap = energy[None, 4:] - energy[:4, None]
        p2 = sum((states[:, :4].T @ (unit * (np.array(k) + G)[:, j:j + 1]
                  * states[:, 4:]))**2 for j in range(3)) / 3
        total += weight * np.sum(p2 / gap**2 * 2 * gap / (gap**2 - omega**2))
        weight_sum += weight
    assert weight_sum == n**3 // 2
    return 1 + 4 * PI * 2 / cell * total / weight_sum


assert abs(plain_eps_by_symmetry(n_mesh) - eps_plain) < 1e-6
eps_plain_dense = plain_eps_by_symmetry(20)

# Sizes of neglected or uncertain effects, as changes of refractive index
index = np.sqrt(eps_lrc)
q_photon = index * 2 * PI / wavelength_nm * BOHR_NM
scale = (q_photon / (q_values[0] * unit))**2
edge_photon = edge_change[0] * scale
dispersion = (finite["no kernel"][0] - eps_rpa) * scale
head_photon = -c_head * q_photon**2 * (eps_rpa - 1)**2 / (4 * PI)
index_low = np.sqrt(with_head(eps_rpa, alpha - alpha_spread))
index_high = np.sqrt(with_head(eps_rpa, alpha + alpha_spread))
index_warm = np.sqrt(eps_limit(x_warm, -alpha * head))
index_small = np.sqrt(eps_limit(x_opt[:27, :27], -alpha * head))
mesh_factor = (eps_plain_dense - 1) / (eps_plain - 1)
index_mesh = np.sqrt(with_head(1 + (eps_rpa - 1) * mesh_factor, alpha))
carriers = carriers_cm3 * 1e-21 * BOHR_NM**3
eps_carriers = -4 * PI * carriers / carrier_mass / omega**2
index_carriers = np.sqrt(eps_lrc + eps_carriers)
static_rpa = eps_limit(x_static, zero)
static_lrc = eps_limit(x_static, -alpha * head)
assert alpha * (static_rpa - 1) < 4 * PI
valence_top = bands(np.zeros(3))[0][3]
conduction_low = min(bands(np.array([x, 0, 0]))[0][4]
                     for x in np.linspace(0, 1, 41))

print(f"lattice constant: {a_nm:.3f} nm")
for norm2, value in form_factors_ry.items():
    print(f"form factor at |G|^2={norm2} (2pi/a)^2: {value:.2f} Ry")
print(f"plane waves: {n_basis}; response vectors: {n_resp}; "
      f"k points: {len(mesh)}")
print(f"wavelength: {wavelength_nm:.0f} nm; photon energy: {photon_ev:.4f} eV")
print(f"smallest direct gap on mesh: {direct_gap * HARTREE_EV:.3f} eV")
print("indirect gap, Gamma to Gamma-X line: "
      f"{(conduction_low - valence_top) * HARTREE_EV:.3f} eV")
print(f"alpha: {alpha:.2f} (dimensionless)")
print(f"valence density min, mean, max: {density.min():.4f}, "
      f"{density.mean():.4f}, {density.max():.4f} bohr^-3")
print(f"local kernel head f_00: {c_head:.3f} hartree bohr^3")
print(f"X_00: {x_opt[0, 0]:.5f} a.u.; norm of wings X_0G: "
      f"{np.linalg.norm(x_opt[0, 1:]):.5f} a.u.")
print(f"eps without local fields, q->0: {eps_plain:.4f}")
print("eps at photon energy: q=0.02, q=0.01 (2pi/a), q->0 formula")
for name in kernels:
    print(f"  {name}: {finite[name][1]:.5f}, {finite[name][0]:.5f}, "
          f"{limit[name]:.5f}")
print(f"local head+wings change of eps at q=0.02, 0.01: "
      f"{edge_change[1]:.3e}, {edge_change[0]:.3e}")
print(f"alpha(eps-1)/(4pi), no-kernel eps: "
      f"{alpha * (eps_rpa - 1) / (4 * PI):.4f}")
print(f"static eps, no kernel and -alpha/q^2: {static_rpa:.4f}, "
      f"{static_lrc:.4f}")
print(f"index, no kernel: {np.sqrt(eps_rpa):.4f}")
print(f"index, local kernel: {np.sqrt(eps_local):.4f}")
print(f"index, -alpha/q^2: {index:.4f}")
print(f"index, local plus -alpha/q^2: {np.sqrt(eps_both):.4f}")
print(f"photon wavevector in crystal: {q_photon / BOHR_NM:.5f} nm^-1")
print(f"eps change at photon q, local head alone: {head_photon:.2e}")
print(f"eps change at photon q, local head+wings: {edge_photon:.2e}")
print(f"eps change at photon q, spatial dispersion: {dispersion:.2e}")
print("Index changes relative to the -alpha/q^2 value:")
print(f"  alpha={alpha - alpha_spread:.2f}: {index_low - index:+.4f}; "
      f"alpha={alpha + alpha_spread:.2f}: {index_high - index:+.4f}")
print(f"  band shift {thermal_shift_ev:.2f} eV (rough, 100 K): "
      f"{index_warm - index:+.4f}")
print(f"  carriers {carriers_cm3:.0e} cm^-3, mass {carrier_mass:.2f} m_e: "
      f"{index_carriers - index:+.5f}")
print(f"  27 instead of {n_resp} response vectors: "
      f"{index_small - index:+.5f}")
print(f"  4000 instead of {len(mesh)} k points (estimate): "
      f"{index_mesh - index:+.4f}")
print("OK")
```

Printed output:

```
lattice constant: 0.543 nm
form factor at |G|^2=3 (2pi/a)^2: -0.21 Ry
form factor at |G|^2=8 (2pi/a)^2: 0.04 Ry
form factor at |G|^2=11 (2pi/a)^2: 0.08 Ry
plane waves: 89; response vectors: 51; k points: 256
wavelength: 1550 nm; photon energy: 0.7999 eV
smallest direct gap on mesh: 3.137 eV
indirect gap, Gamma to Gamma-X line: 0.778 eV
alpha: 0.20 (dimensionless)
valence density min, mean, max: 0.0038, 0.0296, 0.0954 bohr^-3
local kernel head f_00: -4.785 hartree bohr^3
X_00: -0.93154 a.u.; norm of wings X_0G: 0.14553 a.u.
eps without local fields, q->0: 12.7060
eps at photon energy: q=0.02, q=0.01 (2pi/a), q->0 formula
  no kernel: 11.44791, 11.46737, 11.47388
  local, all elements: 12.12065, 12.13792, 12.14369
  local, head+wings only: 11.45220, 11.46845, 11.47388
  head -alpha/q^2: 13.53173, 13.55974, 13.56911
  local plus -alpha/q^2: 14.51218, 14.53768, 14.54621
  wings growing as 1/q: 14.43871, 14.46941, 14.47968
local head+wings change of eps at q=0.02, 0.01: 4.290e-03, 1.076e-03
alpha(eps-1)/(4pi), no-kernel eps: 0.1667
static eps, no kernel and -alpha/q^2: 11.1018, 13.0371
index, no kernel: 3.3873
index, local kernel: 3.4848
index, -alpha/q^2: 3.6836
index, local plus -alpha/q^2: 3.8139
photon wavevector in crystal: 0.01493 nm^-1
eps change at photon q, local head alone: 2.61e-05
eps change at photon q, local head+wings: 1.79e-05
eps change at photon q, spatial dispersion: -1.08e-04
Index changes relative to the -alpha/q^2 value:
  alpha=0.15: -0.0822; alpha=0.25: +0.0887
  band shift -0.03 eV (rough, 100 K): +0.0149
  carriers 1e+18 cm^-3, mass 0.26 m_e: -0.00113
  27 instead of 51 response vectors: +0.03534
  4000 instead of 256 k points (estimate): -0.1338
OK
```
